# Sigma and pi character of p1/2 and p3/2 spinors

## Question

I am trying to understand how a \(p_{1/2}\) electron would take part in a bond. An exercise asks me to expand the \(p_{1/2}\) and \(p_{3/2}\) spinors in \(p_x,p_y,p_z\) times spin functions, and then to show that \(p_{1/2}\) has one third sigma and two thirds pi character along any axis.

I can look up the Clebsch–Gordan coefficients, and for \(m=1/2\) I find a weight 1/3 on \(p_z\). That settles the \(z\) axis for that state. I am stuck on the word "any":

1. If the axis is tilted, \(p_x\), \(p_y\) and \(p_z\) all contribute to the sigma function. Why do the cross terms not change the answer?
2. What if the electron is in a superposition of \(m=1/2\) and \(m=-1/2\)?
3. The \(p_{3/2}\) state with \(m=1/2\) has weight 2/3 on \(p_z\). Why does \(p_{3/2}\) not have a fixed character too?

## Answer

### What is being measured

Take the real p functions

\[
p_i=\sqrt{\frac{3}{4\pi}}\,\frac{x_i}{r},\qquad i=x,y,z,
\]

each multiplied by the same normalised radial function, which I do not write. They are orthonormal, because the angular integral of \(x_ix_j/r^2\) is \(4\pi\delta_{ij}/3\). Spin up and down along \(z\) are \(\alpha\) and \(\beta\), and angular momenta are in units of \(\hbar\).

For a unit vector \(\mathbf n\), the p function pointing along \(\mathbf n\) is

\[
p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z,\qquad \langle p_{\mathbf n}|p_i\rangle=n_i .
\]

It is unchanged by a rotation about \(\mathbf n\), so it is the sigma function for that axis. The two p functions perpendicular to \(\mathbf n\) are the pi functions. The sigma character of a normalised spinor is its total weight on \(p_{\mathbf n}\alpha\) and \(p_{\mathbf n}\beta\). You add the squared moduli of these two amplitudes, not the amplitudes themselves, because \(\alpha\) and \(\beta\) are orthogonal. Since \(p_{\mathbf n}\) and the two perpendicular functions form an orthonormal basis, the pi character is one minus the sigma character.

### Building the spinors

I use the Condon–Shortley phases,

\[
p_{+1}=-\frac{p_x+ip_y}{\sqrt2},\qquad p_0=p_z,\qquad p_{-1}=\frac{p_x-ip_y}{\sqrt2},
\]

and couple the orbital part first, then the spin. The state with the largest \(m\) has one possible form, \(|3/2,3/2\rangle=p_{+1}\alpha\). The others follow from \(J_-=L_-+S_-\) and

\[
J_-|j,m\rangle=\sqrt{j(j+1)-m(m-1)}\;|j,m-1\rangle .
\]

The same rule for the separate parts gives \(L_-p_{+1}=\sqrt2\,p_0\), \(L_-p_0=\sqrt2\,p_{-1}\), \(L_-p_{-1}=0\), \(S_-\alpha=\beta\) and \(S_-\beta=0\).

For the first lowering the square root is \(\sqrt{15/4-3/4}=\sqrt3\), so

\[
\sqrt3\,|3/2,1/2\rangle=\sqrt2\,p_0\alpha+p_{+1}\beta .
\]

For the second it is \(\sqrt{15/4+1/4}=2\). Applying \(J_-\) to \(|3/2,1/2\rangle=\sqrt{2/3}\,p_0\alpha+\sqrt{1/3}\,p_{+1}\beta\) gives

\[
2\,|3/2,-1/2\rangle=\frac{2}{\sqrt3}\,p_{-1}\alpha+\left(\sqrt{\tfrac23}+\sqrt{\tfrac23}\right)p_0\beta .
\]

One of the two equal terms in the bracket comes from lowering the spin in \(p_0\alpha\), the other from lowering the orbital part in \(p_{+1}\beta\). Hence \(|3/2,-1/2\rangle=\sqrt{1/3}\,p_{-1}\alpha+\sqrt{2/3}\,p_0\beta\). One more lowering, with square root \(\sqrt3\), gives \(|3/2,-3/2\rangle=p_{-1}\beta\).

The space with \(m=1/2\) is spanned by \(p_{+1}\beta\) and \(p_0\alpha\). One combination is already used by \(j=3/2\), so the orthogonal one belongs to \(j=1/2\):

\[
|1/2,1/2\rangle=\sqrt{\tfrac23}\,p_{+1}\beta-\sqrt{\tfrac13}\,p_0\alpha .
\]

Its overall sign is a convention: the term with the largest orbital projection is taken positive. Lowering it, now with square root 1, gives

\[
|1/2,-1/2\rangle=\frac{2}{\sqrt3}p_0\beta-\sqrt{\tfrac23}\,p_{-1}\alpha-\frac1{\sqrt3}p_0\beta
=\sqrt{\tfrac13}\,p_0\beta-\sqrt{\tfrac23}\,p_{-1}\alpha .
\]

Now insert the real functions. For example, \(\sqrt{2/3}\times(-1/\sqrt2)=-1/\sqrt3\) is the factor in front of \((p_x+ip_y)\beta\) in the first \(p_{1/2}\) state. The complete expansion is

\[
\begin{aligned}
|1/2,1/2\rangle&=-\frac{1}{\sqrt3}\left[p_z\alpha+(p_x+ip_y)\beta\right],\\
|1/2,-1/2\rangle&=\frac{1}{\sqrt3}\left[p_z\beta-(p_x-ip_y)\alpha\right],\\
|3/2,3/2\rangle&=-\frac{1}{\sqrt2}(p_x+ip_y)\alpha,\\
|3/2,1/2\rangle&=\sqrt{\tfrac23}\,p_z\alpha-\frac{1}{\sqrt6}(p_x+ip_y)\beta,\\
|3/2,-1/2\rangle&=\sqrt{\tfrac23}\,p_z\beta+\frac{1}{\sqrt6}(p_x-ip_y)\alpha,\\
|3/2,-3/2\rangle&=\frac{1}{\sqrt2}(p_x-ip_y)\beta .
\end{aligned}
\]

A useful check is the spin–orbit operator. From \(\mathbf J=\mathbf L+\mathbf S\) we have \(2\mathbf L\cdot\mathbf S=J^2-L^2-S^2\). Its value must be \(3/4-2-3/4=-2\) for \(p_{1/2}\) and \(15/4-2-3/4=1\) for \(p_{3/2}\). The numerical check applies the differential operators to these expansions and finds these values.

### A tilted axis, for one state

Take \(|1/2,1/2\rangle\) and project it on \(p_{\mathbf n}\), using \(\langle p_{\mathbf n}|p_i\rangle=n_i\). The two amplitudes are

\[
\text{spin up: }-\frac{n_z}{\sqrt3},\qquad
\text{spin down: }-\frac{n_x+in_y}{\sqrt3}.
\]

The sum of their squared moduli is

\[
\frac{n_z^2+n_x^2+n_y^2}{3}=\frac13 .
\]

This answers your first question. The \(p_z\) part carries spin up and the other two carry spin down, so \(p_z\) does not interfere with them. The \(p_x\) and \(p_y\) parts do share a spin, but their amplitudes differ in phase by a factor \(i\). With real \(n_x\) and \(n_y\), \(|n_x+in_y|^2\) has no cross term.

### Any state of the doublet

For a superposition this argument is not enough, because both members contribute to the same spin component. It helps to write the two members as one formula. The Pauli matrices act as

\[
\begin{aligned}
\sigma_x\alpha&=\beta, & \sigma_y\alpha&=i\beta, & \sigma_z\alpha&=\alpha,\\
\sigma_x\beta&=\alpha, & \sigma_y\beta&=-i\alpha, & \sigma_z\beta&=-\beta .
\end{aligned}
\]

Comparing with the expansions, both \(p_{1/2}\) spinors have the form

\[
\Phi_\chi=-\frac{1}{\sqrt3}\left(p_x\sigma_x+p_y\sigma_y+p_z\sigma_z\right)\chi ,
\]

with \(\chi=\alpha\) for \(m=1/2\) and \(\chi=\beta\) for \(m=-1/2\). For \(\chi=\beta\) the bracket gives \(p_x\alpha-ip_y\alpha-p_z\beta\), and the minus sign in front turns this into the second expansion.

The formula is linear in \(\chi\). The superposition \(a|1/2,1/2\rangle+b|1/2,-1/2\rangle\) is therefore \(\Phi_\chi\) with \(\chi=a\alpha+b\beta\) and \(|a|^2+|b|^2=1\). Here \(\chi\) is a label for the state, not the spin of the electron at each point: the spin is entangled with the orbital part.

Projection on \(p_{\mathbf n}\) replaces each \(p_i\) by \(n_i\) and leaves a two-component spin vector:

\[
\langle p_{\mathbf n}|\Phi_\chi\rangle=-\frac{1}{\sqrt3}(\boldsymbol\sigma\cdot\mathbf n)\chi .
\]

Its squared length is the sigma character. Since \(\boldsymbol\sigma\cdot\mathbf n\) is Hermitian,

\[
w_\sigma=\frac13\,\chi^\dagger(\boldsymbol\sigma\cdot\mathbf n)^2\chi .
\]

To evaluate the square, symmetrise the product over \(i\) and \(j\) and use \(\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}\):

\[
(\boldsymbol\sigma\cdot\mathbf n)^2=\frac12\sum_{ij}n_in_j(\sigma_i\sigma_j+\sigma_j\sigma_i)=\sum_i n_i^2=1 .
\]

Therefore

\[
w_\sigma=\frac13,\qquad w_\pi=1-w_\sigma=\frac23
\]

for every normalised state of the doublet and every \(\mathbf n\). The cross terms you worried about cancel because different Pauli matrices anticommute. Each of the two perpendicular directions also has weight 1/3, by the same formula, so the pi part is shared equally between them.

The same algebra gives the shape of the electron cloud. Putting \(p_i=\sqrt{3/4\pi}\,x_i/r\) into \(\Phi_\chi\) yields

\[
\Phi_\chi=-\frac{1}{\sqrt{4\pi}}(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi,\qquad
\Phi_\chi^\dagger\Phi_\chi=\frac{1}{4\pi}.
\]

The density is spherical, like that of an s electron, although the orbital part is pure \(l=1\).

### Why \(p_{3/2}\) is different

Let \(\theta\) be the angle between \(\mathbf n\) and \(z\), so that \(n_z^2=\cos^2\theta\) and \(n_x^2+n_y^2=\sin^2\theta\). Projecting the \(p_{3/2}\) expansions in the same way gives

\[
\begin{aligned}
m=\pm3/2:&\quad w_\sigma=\frac{\sin^2\theta}{2},\\
m=\pm1/2:&\quad w_\sigma=\frac23\cos^2\theta+\frac16\sin^2\theta=\frac{1+3\cos^2\theta}{6}.
\end{aligned}
\]

The two signs of \(m\) agree because the amplitudes have the same moduli. Along \(z\) the \(m=\pm1/2\) states have \(w_\sigma=2/3\), the value you noticed, and the \(m=\pm3/2\) states have none. At \(\theta=90^\circ\) the values are 1/6 and 1/2, so the order is reversed.

The sum over the four states does not depend on direction:

\[
2\left[\frac{\sin^2\theta}{2}+\frac{1+3\cos^2\theta}{6}\right]
=\sin^2\theta+\cos^2\theta+\frac13=\frac43 .
\]

So the average is 1/3, but this describes an equally populated level, not an individual \(p_{3/2}\) state.

For a general superposition, choose the quantisation axis along \(\mathbf n\) and call the coefficients \(c_m\). Selecting the sigma function leaves the orbital and spin projections on \(\mathbf n\) unchanged, so it cannot connect states with different \(m\). The characters then add without cross terms, with their \(\theta=0\) values:

\[
w_\sigma=\frac23\left(|c_{1/2}|^2+|c_{-1/2}|^2\right),\qquad 0\le w_\sigma\le\frac23 .
\]

Both limits are reached. The same reasoning applied to \(p_{1/2}\) shows the difference between the levels: its two states both have \(w_\sigma=1/3\) along their own axis, so no superposition can alter the value.

### A worked example

Take the axis \(\mathbf n=(1,2,2)/3\) and the \(p_{1/2}\) state with \(a=0.6\), \(b=0.8i\). It is normalised, since \(0.36+0.64=1\). Then

\[
(\boldsymbol\sigma\cdot\mathbf n)\chi
=\frac13\begin{pmatrix}2&1-2i\\1+2i&-2\end{pmatrix}
\begin{pmatrix}0.6\\0.8i\end{pmatrix}
=\frac13\begin{pmatrix}2.8+0.8i\\0.6-0.4i\end{pmatrix}.
\]

Multiplying by \(-1/\sqrt3\) gives the sigma amplitudes \(-0.5389-0.1540i\) for spin up and \(-0.1155+0.0770i\) for spin down. Their weights are

\[
\frac{2.8^2+0.8^2}{27}=\frac{8.48}{27}=0.3141,\qquad
\frac{0.6^2+0.4^2}{27}=\frac{0.52}{27}=0.0193 .
\]

The sum is \(9/27=1/3\). The division between spin up and spin down is very uneven, and it depends on the state and the axis. The total does not.

For the pi part, use the perpendicular directions \(\mathbf e_1=(2,1,-2)/3\) and \(\mathbf e_2=(2,-2,1)/3\). The first gives

\[
(\boldsymbol\sigma\cdot\mathbf e_1)\chi=\frac13\begin{pmatrix}-0.4+1.6i\\1.2+2.2i\end{pmatrix},\qquad
\frac{2.72+6.28}{27}=\frac13 .
\]

The second gives

\[
(\boldsymbol\sigma\cdot\mathbf e_2)\chi=\frac13\begin{pmatrix}-1.0+1.6i\\1.2-2.0i\end{pmatrix},\qquad
\frac{3.56+5.44}{27}=\frac13 .
\]

Together they make the pi character 2/3.

For comparison, here are the sigma characters of the basis spinors. Along \(\mathbf n\) we have \(\cos^2\theta=4/9\), so the two \(p_{3/2}\) values are \(5/18\) and \(7/18\).

| Spinor | Along \(z\) | Along \(\mathbf n\) |
|---|---:|---:|
| \(p_{1/2}\), \(m=\pm1/2\) | 0.3333 | 0.3333 |
| \(p_{3/2}\), \(m=\pm1/2\) | 0.6667 | 0.3889 |
| \(p_{3/2}\), \(m=\pm3/2\) | 0.0000 | 0.2778 |

The numerical check obtains these overlaps by angular integration of spinors built from spherical harmonics. It also tests the value 1/3 for 200 random \(p_{1/2}\) states and axes.

### What this means for a bond

Now read the result backwards. Suppose a bond along \(\mathbf n\) calls for the pure sigma function \(p_{\mathbf n}\chi\), with a definite spin \(\chi\). Its weight in the \(p_{1/2}\) level is the sum over the two members, \(\chi_1=\alpha\) and \(\chi_2=\beta\):

\[
\sum_{k=1}^{2}\left|\langle\Phi_{\chi_k}|p_{\mathbf n}\chi\rangle\right|^2
=\frac13\sum_{k=1}^{2}\left|\chi_k^\dagger(\boldsymbol\sigma\cdot\mathbf n)\chi\right|^2=\frac13 .
\]

The last step holds because \(\alpha\) and \(\beta\) are a complete spin basis and \((\boldsymbol\sigma\cdot\mathbf n)\chi\) has unit length. The other 2/3 lies in \(p_{3/2}\). A pure sigma orbital therefore cannot be made from \(p_{1/2}\) alone; the atom has to mix in \(p_{3/2}\), which the spin–orbit splitting opposes.

Once the levels mix, their characters need not simply average. The expansions give

\[
p_z\alpha=-\sqrt{\tfrac13}\,|1/2,1/2\rangle+\sqrt{\tfrac23}\,|3/2,1/2\rangle .
\]

Along \(z\), the weighted average of the two characters would be \(\frac13\cdot\frac13+\frac23\cdot\frac23=\frac59\), yet the sigma character of \(p_z\alpha\) is 1. The two contributions to its amplitude are \(1/3\) and \(2/3\), and their cross term \(2\cdot\frac13\cdot\frac23=\frac49\) supplies the rest. The fixed one third is thus guaranteed for every state that is purely \(p_{1/2}\), and it is no longer guaranteed once a neighbour or a field mixes in \(p_{3/2}\), as \(p_z\alpha\) shows. Some mixtures do keep it. The state \(\frac{1}{\sqrt3}\left[p_z\alpha-(p_x+ip_y)\beta\right]\) has overlap \(-\frac13(1-2)=\frac13\) with \(|1/2,1/2\rangle\), so \(8/9\) of its weight lies in \(p_{3/2}\), yet its sigma character is \((n_z^2+n_x^2+n_y^2)/3=1/3\) along every axis.

### Two conditions in a relativistic atom

First, in a four-component Dirac spinor the result concerns the large component, normalised by itself. The small component has the same \(j\) but opposite parity. For \(p_{1/2}\) this means \(l=0\), so it has no division into p-sigma and p-pi parts.

Second, the radial functions of \(p_{1/2}\) and \(p_{3/2}\) can differ. This leaves the characters within each level unchanged, because one radial function multiplies the whole angular spinor. The reverse statement, with weights 1/3 and 2/3 for a pure sigma function, assumes a common radial function. If the two differ, the combination above no longer cancels the pi part at every radius.

## Computed results

```
All weights and coefficients are dimensionless
Expansion coefficients from quadrature (a = alpha, b = beta):
  j=1/2 m=+1/2: px b -0.5774+0.0000j; py b 0.0000-0.5774j; pz a -0.5774+0.0000j
  j=1/2 m=-1/2: px a -0.5774+0.0000j; py a 0.0000+0.5774j; pz b 0.5774+0.0000j
  j=3/2 m=+3/2: px a -0.7071+0.0000j; py a 0.0000-0.7071j
  j=3/2 m=+1/2: px b -0.4082+0.0000j; py b 0.0000-0.4082j; pz a 0.8165+0.0000j
  j=3/2 m=-1/2: px a 0.4082+0.0000j; py a 0.0000-0.4082j; pz b 0.8165+0.0000j
  j=3/2 m=-3/2: px b 0.7071+0.0000j; py b 0.0000-0.7071j
Eigenvalue of 2 l.s (units of hbar^2):
  p1/2: -2.0000   p3/2: 1.0000
Sigma character over 200 random p1/2 states and axes:
  min 0.333333  max 0.333333
Example axis n: 0.3333 0.6667 0.6667
Perpendicular e1: 0.6667 0.3333 -0.6667
Perpendicular e2: 0.6667 -0.6667 0.3333
State coefficients: m=+1/2 0.6000+0.0000j, m=-1/2 0.0000+0.8000j
Sigma amplitude, spin up:   -0.5389-0.1540j
Sigma amplitude, spin down: -0.1155+0.0770j
Sigma weight, spin up:   0.3141
Sigma weight, spin down: 0.0193
Total sigma character:   0.3333
Pi weight along e1: 0.3333
Pi weight along e2: 0.3333
Total pi character: 0.6667
Sigma character of each spinor along z and along n:
  j=1/2 m=+1/2: z 0.3333  n 0.3333
  j=1/2 m=-1/2: z 0.3333  n 0.3333
  j=3/2 m=+3/2: z 0.0000  n 0.2778
  j=3/2 m=+1/2: z 0.6667  n 0.3889
  j=3/2 m=-1/2: z 0.6667  n 0.3889
  j=3/2 m=-3/2: z 0.0000  n 0.2778
Mean sigma character of the four p3/2 states along n: 0.3333
Eigenvalues of the sigma projector within each level:
  p1/2: 0.3333 0.3333
  p3/2: 0.0000 0.0000 0.6667 0.6667
Pure sigma function p_n chi, chi = 0.6 alpha + 0.8i beta:
  weight in p1/2 0.3333, weight in p3/2 0.6667
```
